# Local Loading by a Reactive Patch in a Shallow Plasma Reactor: a program that tests the result

```python
"""Loading of reactive atoms around a reactive disc in a shallow plasma reactor.

Result under test: outside a disc of radius a on the floor of a gap of height H,
the fractional loss of neutral flux at the floor is
  eps(r) = ds/(1+ds*Z) * a^2/(2D) * sum_m w_m * 2 I1(q_m a)/(q_m a) * K0(q_m r),
  Z = sum_m w_m/(D q_m^2) * (1 - 2 I1(q_m a) K1(q_m a)),
and far away, for weak wall loss, only one K0(r/lambda) is left.
D: diffusivity, k: first-order gas loss rate, s0, s1: floor and ceiling loss
speeds, ds: excess loss speed of the disc, w_m: squared vertical mode at the
floor, q_m: radial decay constant of mode m.  Lengths in cm, times in s.
The uniform-flux closure behind Z gives a lower bound on the consumption.
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve
from scipy.special import i0, i1, i1e, k0, k0e, k1, k1e


def loss_speed(gamma, speed):
    return gamma / (1 - gamma / 2) * speed / 4


def vertical_modes(D, k, H, s0, s1, count=4000):
    """Return decay constants q, floor weights w and vertical wavenumbers mu."""
    m = np.arange(count)
    low, high = m * np.pi / H, (m + 1) * np.pi / H
    for _ in range(75):
        mid = (low + high) / 2
        f = mid * H - m * np.pi - np.arctan(s0 / D / mid) - np.arctan(s1 / D / mid)
        low, high = np.where(f < 0, mid, low), np.where(f < 0, high, mid)
    mu = (low + high) / 2
    alpha, beta = np.arctan(s0 / D / mu), np.arctan(s1 / D / mu)
    norm = H / 2 + (np.sin(2 * alpha) + np.sin(2 * beta)) / (4 * mu)
    return np.sqrt(k / D + mu**2), np.cos(alpha)**2 / norm, mu


def impedance_terms(D, a, q, w):
    return w / (D * q**2) * (1 - 2 * i1e(q * a) * k1e(q * a))


def modal_response(D, k, H, s0, s1, ds, a, radii):
    """Full eps, its lowest-mode part, and excess consumption divided by n_b."""
    q, w, _ = vertical_modes(D, k, H, s0, s1)
    flux = ds / (1 + ds * impedance_terms(D, a, q, w).sum())
    full, lowest = [], []
    for r in radii:
        t = (flux * a**2 / (2 * D) * w * 2 * i1e(q * a) / (q * a)
             * k0e(q * r) * np.exp(-q * (r - a)))
        full.append(t.sum())
        lowest.append(t[0])
    return np.array(full), np.array(lowest), np.pi * a**2 * flux


def neighbour_matrix(g):
    main = np.r_[g, 0] + np.r_[0, g]
    return diags([-g, main, -g], [-1, 0, 1])


def finite_volume(D, k, H, s0, s1, ds, a, outer=50.0):
    """Direct (r,z) solution with unit source; returns r, floor density, Q."""
    inner = np.linspace(0, 2 * a, 161)
    first = inner[1]
    n_outer = int(np.log(1 + (outer - 2 * a) * 0.02 / first) / np.log(1.02)) + 1
    widths = 1.02**np.arange(n_outer)
    rf = np.r_[inner, 2 * a + (outer - 2 * a) * np.cumsum(widths) / widths.sum()]
    heights = 1.06**np.arange(45)
    zf = np.r_[0, H * np.cumsum(heights) / heights.sum()]
    rc, zc, dz = (rf[1:] + rf[:-1]) / 2, (zf[1:] + zf[:-1]) / 2, np.diff(zf)
    area = np.pi * np.diff(rf**2)
    radial = neighbour_matrix(D * 2 * np.pi * rf[1:-1] / np.diff(rc))
    vertical = neighbour_matrix(D / np.diff(zc))
    s_floor = s0 + ds * (rc < a)
    floor_factor = 1 / (1 + s_floor * zc[0] / D)
    bottom, top = np.zeros(len(zc)), np.zeros(len(zc))
    bottom[0] = 1
    top[-1] = s1 / (1 + s1 * (H - zc[-1]) / D)
    matrix = (kron(radial, diags(dz)) + kron(diags(area), vertical)
              + kron(diags(area), diags(k * dz + top))
              + kron(diags(area * s_floor * floor_factor), diags(bottom)))
    n = spsolve(matrix.tocsc(), np.kron(area, dz)).reshape(len(rc), len(zc))
    floor = n[:, 0] * floor_factor
    return rc, floor, np.sum(area * ds * (rc < a) * floor)


def direct_response(D, k, H, s0, s1, ds, a, radii, outer=50.0):
    _, bare, _ = finite_volume(D, k, H, s0, s1, 0.0, a, outer)
    rc, floor, consumed = finite_volume(D, k, H, s0, s1, ds, a, outer)
    eps = 1 - floor / bare
    return np.exp(np.interp(radii, rc, np.log(eps))), consumed / bare[0]


# Example: F atoms in SF6, masked wafer with one exposed silicon disc
pressure_torr, T_gas, T_cool = 0.1, 500.0, 350.0
H, a, chamber_radius = 2.0, 1.0, 15.0
gamma_wall, gamma_patch, k_gas = 0.001, 0.05, 100.0
diameter_angstrom, flow_sccm = 4.0, 100.0
mass_F, mass_SF6 = 18.998, 146.06


def transport(T):
    """Gas density (cm^-3), mean speed (cm/s), hard-sphere D (cm^2/s)."""
    density = pressure_torr * const.torr / (const.k * T)
    speed = np.sqrt(8 * const.k * T / (np.pi * mass_F * const.atomic_mass))
    reduced = mass_F * mass_SF6 / (mass_F + mass_SF6) * const.atomic_mass
    D = (3 / (8 * density * (diameter_angstrom * const.angstrom)**2)
         * np.sqrt(const.k * T / (2 * np.pi * reduced)))
    return density * 1e-6, speed * 100, D * 1e4


density, speed, D = transport(T_gas)
s_wall, s_patch = loss_speed(gamma_wall, speed), loss_speed(gamma_patch, speed)
ds = s_patch - s_wall
radii = np.array([1.5, 3.0, 5.0, 8.0])

# Modes against an explicit sum over image sinks, plates without reaction
q, w, _ = vertical_modes(1.0, 1 / 9, 1.0, 1e-10, 1e-10)
image_n = np.arange(-200, 201)
for r in (0.02, 0.5, 2.0):
    R = np.sqrt(r**2 + (2 * image_n)**2)
    image_sum = np.sum(np.exp(-R / 3) / R) / (2 * np.pi)
    mode_sum = np.sum(w * k0(q * r)) / (2 * np.pi)
    assert abs(mode_sum / image_sum - 1) < 1e-6
    if r == 0.02:
        near_field_ratio = mode_sum * 2 * np.pi * r
assert abs(near_field_ratio - 1) < 0.02

# Shallow expansion: the remainder must be of third order in the wall loss
remainders = []
for scale in (1.0, 0.5):
    b0, b1 = 0.10 * scale, 0.05 * scale
    mu0 = vertical_modes(1.0, 1.0, 1.0, b0, b1, 2)[2][0]
    remainders.append(mu0**2 - (b0 + b1 - (b0**2 + b1**2 - b0 * b1) / 3))
assert 7 < remainders[0] / remainders[1] < 9

# Small disc in a tall, weakly absorbing gap: known half-space value;
# screening over 100 radii lowers it by about 0.6 percent
q, w, _ = vertical_modes(1.0, 1e-4, 100.0, 1e-10, 1e-10, 20000)
Z_tall = impedance_terms(1.0, 1.0, q, w).sum()
assert abs(Z_tall / (8 / (3 * np.pi)) - 1) < 0.01

# Derived response against the direct solution, weak wall loss (the example)
full, lowest, Q = modal_response(D, k_gas, H, s_wall, s_wall, ds, a, radii)
direct, Q_direct = direct_response(D, k_gas, H, s_wall, s_wall, ds, a, radii)
assert np.all(abs(full / direct - 1) < 0.01)
assert abs(Q / Q_direct - 1) < 0.01

# The same with appreciable and unequal wall loss
sf, sc = loss_speed(0.03, speed), loss_speed(0.02, speed)
ds_b = loss_speed(0.08, speed) - sf
test_radii = np.array([1.5, 3.0, 6.0])
full_b, _, Q_b = modal_response(D, k_gas, H, sf, sc, ds_b, a, test_radii)
direct_b, Qd_b = direct_response(D, k_gas, H, sf, sc, ds_b, a, test_radii)
worst_b = np.max(abs(full_b / direct_b - 1))
assert worst_b < 0.01 and abs(Q_b / Qd_b - 1) < 0.01

# Fully reactive disc: uniform-flux closure must lie visibly below the truth
ds_full = loss_speed(1.0, speed) - s_wall
_, _, Q_c = modal_response(D, k_gas, H, s_wall, s_wall, ds_full, a, radii)
_, Qd_c = direct_response(D, k_gas, H, s_wall, s_wall, ds_full, a, radii)
assert 1.01 < Qd_c / Q_c < 1.08

# Reflecting side wall: analytic factor against a direct solution
q, w, mu = vertical_modes(D, k_gas, H, s_wall, s_wall)
r_ref = 5.0
edge_factor = 1 + (k1(q[0] * chamber_radius) * i0(q[0] * r_ref)
                   / (i1(q[0] * chamber_radius) * k0(q[0] * r_ref)))
edge_direct, _ = direct_response(D, k_gas, H, s_wall, s_wall, ds, a,
                                 np.array([r_ref]), chamber_radius)
assert abs(edge_direct[0] / direct[2] - edge_factor) < 0.003

# Shallow formula and further example numbers
lam = np.sqrt(D / (k_gas + 2 * s_wall / H))
shallow = Q / (2 * np.pi * D * H) * k0(radii / lam)
assert np.all(abs(shallow[1:] / direct[1:] - 1) < 0.05)
Z_terms = impedance_terms(D, a, q, w)
Z = Z_terms.sum()
Q_depth_average = np.pi * a**2 * ds / (1 + ds * Z_terms[0])
scan = np.linspace(1.05, 8, 696)
scan_full, scan_low, _ = modal_response(D, k_gas, H, s_wall, s_wall, ds, a, scan)
r_valid = scan[np.argmax(1 - scan_low / scan_full < 0.05)]

# Sizes of neglected effects
mean_free_path = 3 * D / speed
volume_flow = (flow_sccm / 60 * const.atm / (pressure_torr * const.torr)
               * T_gas / const.zero_Celsius)
dilution = volume_flow / (np.pi * chamber_radius**2 * H)
peclet = dilution * r_ref / 2 * lam / D
quadratic, _, _ = modal_response(D, 2 * k_gas, H, s_wall, s_wall, ds, a, radii)
_, speed_c, D_c = transport(T_cool)
sw_c, sp_c = loss_speed(gamma_wall, speed_c), loss_speed(gamma_patch, speed_c)
cool, _, _ = modal_response(D_c, k_gas, H, sw_c, sw_c, sp_c - sw_c, a, radii)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("pressure", pressure_torr, "Torr")
show("gas temperature", T_gas, "K")
show("gap height H", H, "cm")
show("disc radius a", a, "cm")
show("chamber radius", chamber_radius, "cm")
show("reaction probability, mask and ceiling", gamma_wall)
show("reaction probability, silicon disc", gamma_patch)
show("gas loss rate k", k_gas, "1/s")
show("collision diameter", diameter_angstrom, "angstrom")
show("gas density", density, "cm^-3")
show("mean speed of F", speed, "cm/s")
show("diffusivity D", D, "cm^2/s")
show("loss speed, mask and ceiling", s_wall, "cm/s")
show("loss speed, silicon disc", s_patch, "cm/s")
show("wall-loss number s0 H/D", s_wall * H / D)
show("total wall loss rate 2 s0/H", 2 * s_wall / H, "1/s")
show("screening length, shallow formula", lam, "cm")
show("screening length, exact lowest mode", 1 / q[0], "cm")
show("decay length of next mode", 1 / q[1], "cm")
show("H times floor weight w0", H * w[0])
show("excess loss speed times Z", ds * Z)
show("share of lowest mode in Z", Z_terms[0] / Z)
show("mean density on disc / background", 1 / (1 + ds * Z))
show("Q/n_b, closure", Q, "cm^3/s", ".5g")
show("Q/n_b, finite volume", Q_direct, "cm^3/s", ".5g")
show("Q/n_b, lowest mode only in Z", Q_depth_average, "cm^3/s", ".5g")
show("prefactor Q/(2 pi D H n_b)", Q / (2 * np.pi * D * H))
print("flux loss in percent: r (cm), full sum, K0 term, shallow, finite volume")
for row in zip(radii, full, lowest, shallow, direct):
    print(f"  {row[0]:.1f}  " + "  ".join(f"{100 * x:.3f}" for x in row[1:]))
show("K0 term within 5 percent of full sum beyond r", r_valid, "cm", ".2f")
show("near-field test, response times 2 pi D r/Q at r=0.02 H", near_field_ratio)
show("shallow expansion, remainder ratio on halving", remainders[0] / remainders[1])
show("tall gap, Z D/a", Z_tall)
show("half-space value 8/(3 pi)", 8 / (3 * np.pi))
show("strong wall loss, worst profile error", 100 * worst_b, "percent", ".2f")
show("fully reactive disc, Q finite volume / Q closure", Qd_c / Q_c)
show("mean free path", mean_free_path, "cm")
show("mean free path / H", mean_free_path / H)
show("mean free path / a", mean_free_path / a)
show("side-wall factor at 5 cm, formula", edge_factor)
show("side-wall factor at 5 cm, finite volume", edge_direct[0] / direct[2])
show("gas feed", flow_sccm, "sccm")
show("dilution rate by feed", dilution, "1/s")
show("flow number u lambda/D at 5 cm", peclet)
show("flux loss at 5 cm, loss quadratic in F", 100 * quadratic[2], "percent")
show("cooler gas temperature", T_cool, "K")
show("diffusivity in cooler gas", D_c, "cm^2/s")
show("flux loss at 5 cm, cooler gas", 100 * cool[2], "percent")
print("OK")
```

Printed output:

```
pressure: 0.1 Torr
gas temperature: 500 K
gap height H: 2 cm
disc radius a: 1 cm
chamber radius: 15 cm
reaction probability, mask and ceiling: 0.001
reaction probability, silicon disc: 0.05
gas loss rate k: 100 1/s
collision diameter: 4 angstrom
gas density: 1.931e+15 cm^-3
mean speed of F: 7.465e+04 cm/s
diffusivity D: 2408 cm^2/s
loss speed, mask and ceiling: 18.67 cm/s
loss speed, silicon disc: 957 cm/s
wall-loss number s0 H/D: 0.01551
total wall loss rate 2 s0/H: 18.67 1/s
screening length, shallow formula: 4.504 cm
screening length, exact lowest mode: 4.505 cm
decay length of next mode: 0.6294 cm
H times floor weight w0: 0.9948
excess loss speed times Z: 0.3394
share of lowest mode in Z: 0.543
mean density on disc / background: 0.7466
Q/n_b, closure: 2200.9 cm^3/s
Q/n_b, finite volume: 2202.8 cm^3/s
Q/n_b, lowest mode only in Z: 2489.1 cm^3/s
prefactor Q/(2 pi D H n_b): 0.07275
flux loss in percent: r (cm), full sum, K0 term, shallow, finite volume
  1.5  10.977  9.303  9.293  11.003
  3.0  5.175  5.080  5.074  5.181
  5.0  2.629  2.626  2.623  2.632
  8.0  1.095  1.095  1.094  1.097
K0 term within 5 percent of full sum beyond r: 2.28 cm
near-field test, response times 2 pi D r/Q at r=0.02 H: 1.008
shallow expansion, remainder ratio on halving: 7.916
tall gap, Z D/a: 0.8436
half-space value 8/(3 pi): 0.8488
strong wall loss, worst profile error: 0.31 percent
fully reactive disc, Q finite volume / Q closure: 1.043
mean free path: 0.09676 cm
mean free path / H: 0.04838
mean free path / a: 0.09676
side-wall factor at 5 cm, formula: 1.019
side-wall factor at 5 cm, finite volume: 1.018
gas feed: 100 sccm
dilution rate by feed: 16.4 1/s
flow number u lambda/D at 5 cm: 0.07671
flux loss at 5 cm, loss quadratic in F: 1.588 percent
cooler gas temperature: 350 K
diffusivity in cooler gas: 1410 cm^2/s
flux loss at 5 cm, cooler gas: 2.255 percent
OK
```
